A lattice KPZ rule that keeps the Gaussian slope distribution

**1. A slope with two values**

Consider a film growing from the vapour, seen as a profile h(x,t) along one lateral direction. If growth proceeds at speed V along the local surface normal, the height at fixed x rises at the rate V√(1 + h′²) ≈ V + Vh′²/2 for small slopes. The constant V is removed by measuring h in a frame that moves with the flat film. Adding a smoothing term and the randomness of arrival gives the one-dimensional Kardar-Parisi-Zhang (KPZ) equation

∂h/∂t = νh″ + (λ/2)h′² + η, (1)

with λ = V for growth along the normal, ν > 0, and white noise of strength D, ⟨η(x,t)η(x′,t′)⟩ = 2D δ(x − x′)δ(t − t′).

To compute with (1), one replaces the profile by heights h_i on sites a distance Δ apart. Each site then has two slopes, one to its right and one to its left:

a_i = u_i = (h_{i+1} − h_i)/Δ, b_i = u_{i−1} = (h_i − h_{i−1})/Δ. (2)

On a smooth profile they nearly agree, but noise makes neighbouring slopes almost independent, however small Δ is. The choice of what replaces h′² therefore affects the statistics of the surface. Take the reflection-symmetric family

Q_α = α(a² + b²) + (1 − 2α)ab, (3)

whose coefficients sum to one, so that Q_α = a² when a = b. The value α = 1/2 averages the two squares, and α = 1/4 squares the mean slope. The value α = 1/3 gives

Q = (a² + ab + b²)/3. (4)

This is the mean square of a slope that passes linearly from b to a:

∫₀¹ [b + s(a − b)]² ds = b² + b(a − b) + (a − b)²/3 = (a² + ab + b²)/3. (5)

For a = 0.17 and b = −0.06 it is (0.0289 − 0.0102 + 0.0036)/3 = 0.00743.

Rule (4) can also be written as

Q = [(a + b)/2]² + (a − b)²/12, (6)

since the right side has coefficients 1/4 + 1/12 = 1/3 for a² and b², and 1/2 − 1/6 = 1/3 for ab. On a smooth profile, Taylor expansion gives (a + b)/2 = h′ + Δ²h‴/6 and a − b = Δh″ to the order needed, so

Q = h′² + Δ²(h′h‴/3 + h″²/12) + O(Δ⁴). (7)

The rule is thus a second-order approximation of h′². Its special property concerns rough profiles, to which (7) does not apply.

**2. The lattice model and its stationary law**

Let N ≥ 3 sites form a ring of length L = NΔ. A mean tilt m is allowed: the bond that closes the ring includes the height step NmΔ, so that Σu_i = Nm at all times. The equation of motion is

dh_i/dt = F_i + η_i, F_i = ν(a_i − b_i)/Δ + (λ/2)Q_α,i, (8)

⟨η_i(t)η_j(t′)⟩ = (2D/Δ)δ_ij δ(t − t′). (9)

The factor 1/Δ arises because η_i is the noise of (1) averaged over a cell of length Δ. Time is continuous, and ν, λ and D are constants.

The noise does not depend on the heights, so the probability density P of the heights obeys the Fokker-Planck equation

∂P/∂t = −Σ ∂_i(F_iP) + (D/Δ)Σ ∂_i²P, ∂_i = ∂/∂h_i. (10)

The claim is that for α = 1/3 and every λ the weight

P_s = exp[−(νΔ/2D) Σu_i²] (11)

makes the right side of (10) vanish. Since P_s does not change when all heights rise together, it cannot be normalized over heights. This is as it should be, because the mean height drifts and diffuses without limit. The forces depend on slopes alone, however, so the slopes evolve by themselves. For a density independent of the mean height, (10) is their Fokker-Planck equation. On the set Σu_i = Nm, (11) can be normalized, and it is there a Gaussian law of the slopes.

**3. Proof, and why α = 1/3**

The height h_i enters a_i with the factor −1/Δ and b_i with +1/Δ. Hence

∂_i ln P_s = −(νΔ/2D)(−2a_i + 2b_i)/Δ = (ν/D)(a_i − b_i). (12)

Multiplying by (D/Δ)P_s gives (D/Δ)∂_iP_s = [ν(a_i − b_i)/Δ]P_s. The diffusion current thus cancels the smoothing current at each site. What remains of (10) is

∂P/∂t = −(λ/2)Σ ∂_i(Q_α,i P_s)
= −(λ/2)P_s [Σ ∂_iQ_α,i + (ν/D)Σ Q_α,i(a_i − b_i)]. (13)

Both sums can be treated with one observation. The left slope of a site is the right slope of its neighbour, so for any function f

Σ [f(a_i) − f(b_i)] = 0 (14)

on the ring. For the first sum, differentiate (3):

∂_iQ_α,i = [−2αa − (1 − 2α)b + 2αb + (1 − 2α)a]/Δ = (1 − 4α)(a − b)/Δ. (15)

By (14) its sum is zero for every α. For the second, multiply out:

(a − b)Q_α = αa³ + (1 − 3α)a²b − (1 − 3α)ab² − αb³
= α(a³ − b³) + (1 − 3α)ab(a − b). (16)

The cubes cancel in the sum by (14). Therefore

(∂P/∂t)/P_s = −(λν/2D)(1 − 3α)C, C = Σ a_ib_i(a_i − b_i). (17)

For α = 1/3 the right side is zero, which proves the claim.

For other α and λ ≠ 0 it fails, because C is not identically zero at any tilt. To see this, add a constant c to every slope. Each term of C becomes

(a + c)(b + c)(a − b) = ab(a − b) + c(a² − b²) + c²(a − b), (18)

and the two additions sum to zero by (14). So C depends only on the deviations from the mean tilt. For deviations 1, 2, −3 followed by zeros, the successive pairs (b,a) = (1,2) and (2,−3) contribute 2 and 30. This gives C = 32 for N > 3. For N = 3 the closing pair (−3,1) adds −12, leaving 20. Within family (3), α = 1/3 is thus the single value that works for N ≥ 3.

The case α = 1/4 is instructive. By (15) its nonlinear drift has zero divergence at every site, so it preserves volume in the space of heights. It still fails, because it does not preserve the weight that the Gaussian law gives to that volume.

**4. A steady state with a current**

The stationary probability current follows from (12):

J_i = F_iP_s − (D/Δ)∂_iP_s = (λ/2)Q_iP_s. (19)

It vanishes for λ = 0, when the Gaussian law is an equilibrium state with detailed balance. For λ ≠ 0 the nonlinear term moves the slope u_i at the rate (λ/2Δ)(Q_{i+1} − Q_i) = (λ/6Δ)(u_{i+1} − u_{i−1})(u_{i−1} + u_i + u_{i+1}). Probability then circulates among the slope configurations, and the same Gaussian law describes a nonequilibrium steady state. The one exception is N = 3 at zero tilt: there the last factor is zero, the current only lifts the mean height, and the slopes keep detailed balance. The static slope statistics alone cannot reveal λ.

The law is also the only stationary one in a wide class of densities. Write P = gP_s, with g a function of the slopes. The current is then gJ_i − (D/Δ)P_s∂_ig, and since Σ∂_iJ_i = 0,

P_s ∂g/∂t = −Σ J_i∂_ig + (D/Δ)Σ ∂_i(P_s∂_ig). (20)

Multiply by 2g and integrate over the slopes. The first term becomes −∫ΣJ_i∂_i(g²), which is zero after integration by parts. The second gives

d/dt ∫P_sg² = −(2D/Δ)∫P_s Σ(∂_ig)². (21)

This holds for densities that make the integrals finite and the boundary terms zero. The right side is negative unless g is constant, so in this class no second stationary density exists.

**5. The balance of squared slopes**

For any smooth observable G whose averages exist, (10) gives d⟨G⟩/dt = ⟨ΣF_i∂_iG⟩ + (D/Δ)⟨Σ∂_i²G⟩. Take G = ½Σu_i². Then ∂_iG = −(a_i − b_i)/Δ and ∂_i²G = 2/Δ². With (16),

d⟨G⟩/dt = −(ν/Δ²)Σ⟨(a − b)²⟩ − (λ/2Δ)(1 − 3α)⟨C⟩ + 2ND/Δ³. (22)

The three terms are smoothing, the nonlinear term and noise. For α = 1/3 the nonlinear term neither creates nor destroys squared slope. The mean of G then grows no faster than 2ND/Δ³, so it cannot diverge in a finite time. Other rules can lack this protection. Take α = 1/2, λ > 0 and no noise, on a ring whose N is a multiple of 3. Slopes that repeat the pattern 0, w, −w keep that pattern, and (8) gives dw/dt = λw²/(4Δ) − 3νw/Δ². Once w exceeds 12ν/(λΔ), it diverges in a finite time.

In a steady state with finite moments the left side of (22) is zero. Dividing by Nν/Δ² and setting

σ² = D/(νΔ) (23)

gives, with the average also taken over sites,

⟨(a − b)²⟩ = 2σ² − (λΔ/2ν)(1 − 3α)⟨ab(a − b)⟩. (24)

The first effect of a rule with α ≠ 1/3 can be found at early times. Start from the Gaussian law, in which ⟨C⟩ = 0: changing the sign of all deviations from the mean tilt reverses C but leaves the law unchanged. Equation (17) gives the first change

d⟨C⟩/dt = −(λν/2D)(1 − 3α)⟨C²⟩. (25)

Thus −λ(1 − 3α)⟨C⟩ becomes positive, and by (22) the nonlinear term begins to feed squared slope into the surface. This is a statement about the first response; the sign and size of the final shift need a calculation.

**6. Roughness and growth rate**

Conditioning independent Gaussian slopes of variance σ² on their sum is the same as subtracting their mean and adding m. The deviations w_i = u_i − m therefore satisfy

⟨w_iw_j⟩ = σ²(δ_ij − 1/N). (26)

At zero tilt, the height difference between sites r steps apart is Δ times a sum of r slopes. By (26) its variance is Δ²σ²(r − r²/N). The squared width, which is the mean square deviation from the average height, is half the mean of this variance over all pairs of sites:

W² = (Δ²σ²/2N) Σ_{r=0}^{N−1} (r − r²/N). (27)

The sum is N(N − 1)/2 − (N − 1)(2N − 1)/6 = (N² − 1)/6. With σ² from (23) and L = NΔ,

W² = (D/ν)(L/12)(1 − 1/N²). (28)

For the mean growth rate, average (8) over the ring. The smoothing term drops out by (14), and (26) gives ⟨a²⟩ = ⟨b²⟩ = m² + σ²(1 − 1/N) and ⟨ab⟩ = m² − σ²/N. Hence

v = (λ/2)⟨Q⟩ = (λ/2)[m² + σ²(2/3 − 1/N)]. (29)

This is the excess over the speed V of a flat film. It has three parts. The tilt contributes λm²/2, as on a smooth incline. The finite ring contributes −λσ²/(2N) = −λD/(2νL), which does not contain Δ. The remaining part, λσ²/3 = λD/(3νΔ), depends on the lattice.

The limit Δ → 0 at fixed L separates these quantities. The width tends to the finite value W² = DL/(12ν), while the velocity grows without bound as 1/Δ. A roughness computed with rule (4) can therefore be compared between fine grids directly. For velocities, the lattice part must first be subtracted.

**7. A worked case**

Take the round values λ = 0.5 nm/s, ν = 0.1 nm²/s, D = 0.002 nm³/s and Δ = 2 nm. Then

σ² = 0.002/(0.1 × 2) = 0.01, σ = 0.1. (30)

The relative strength of the nonlinear term is measured by λσΔ/ν = 0.5 × 0.1 × 2/0.1 = 1. The slopes are small, yet the nonlinear term is not negligible at the scale of one cell: for independent Gaussian slopes its root mean square is λσΔ/(2√2 ν) ≈ 0.35 times that of the smoothing term. Part of this is a mean value that lifts all sites alike. For the fluctuating part, which alone changes the slopes, the ratio is 0.26. In the equation for the slopes, where both terms enter as differences between neighbouring sites, it is λσΔ/(6ν) ≈ 0.17.

First let the nonlinear term act alone, without smoothing or noise, on eight sites with slopes 0.1, 0.2, −0.3 and five zeros. Numerical integration over 4 s with α = 1/2 raises Σu² by 13%. The initial rate from (22) is −(λ/Δ)(1 − 3α)C = 0.25 × 0.5 × 0.032 = 0.004 per second. Over 4 s this would add 0.016 to the initial 0.14, or 11%. With α = 1/3 the computed change is −2 × 10⁻¹² %, at the level of numerical error.

Next, 12,000 independent eight-site rings were grown from a flat start with the full equation. Each 1 s step first predicts the new heights from the present drift and the noise, then repeats the step with the average of the old and predicted drifts (Heun's method). Averages were taken over 480 s after 480 s of settling. Both rules received the same random numbers, and all parameters were held fixed. In units of σ, the results are:

- Slope variance: 0.872 for α = 1/3, against 0.875 from (26); 0.902 for α = 1/2.
- ⟨(a − b)²⟩: 1.995 for α = 1/3, against 2 from (24); 2.029 for α = 1/2.
- ⟨ab(a − b)⟩: 0.0005 for α = 1/3, against 0; 0.136 for α = 1/2.

For α = 1/3 the excess kurtosis of the slopes is −0.003, where a Gaussian has zero. The flat surface has thus roughened into the predicted law to within a few tenths of a per cent in the variances. Part of the difference comes from the finite time step. For λ = 0 this step lowers ⟨(a − b)²⟩ by 0.16%, against the 0.24% seen here. The rest was not separated into sampling error and the time-step error of the nonlinear term.

For α = 1/2, the measured third moment inserted in (24) gives 2 + 0.25 × 0.1357 = 2.034. The simulated 2.029 lies 0.25% lower, a deficit like that of the other rule. These averages for α = 1/2 describe the state over the simulated time; they do not show that this rule has a lasting steady state. The diverging pattern of section 5 needs N to be a multiple of 3, so it does not fit on this ring. On a ring where it fits, its threshold with these parameters would be a slope of 1.2, or 12σ, far outside the usual range. Over the simulated time, the departure from the Gaussian law is modest at this coupling: relative to α = 1/3, ⟨(a − b)²⟩ is 1.7% larger and the slope variance 3.4% larger.

The squared width for α = 1/3 is 0.02615 nm², and (28) gives 0.02 × 16/12 × (1 − 1/64) = 0.02625 nm². The excess velocity is 0.001339 nm/s, against 0.25 × 0.01 × (2/3 − 1/8) = 0.001354 nm/s from (29). It is 1.1% low. The noise in the mean height alone gives this measurement a standard deviation of √[2D/(L × 480 s × 12,000)] ≈ 7 × 10⁻⁶ nm/s. The difference is about twice that, and fluctuations of Q add a further uncertainty that was not estimated.

With α = 1/2 the velocity is 0.00225 nm/s, or 68% higher. Most of this is not a failure of the Gaussian law. That rule has ⟨Q_α⟩ = ⟨u²⟩ at zero tilt, so even Gaussian slopes would give 0.25 × 0.00875 = 0.00219 nm/s. The lattice part of the velocity simply differs between rules.

For a profile of 512 sites, L = 1024 nm and W = √(0.02 × 1024/12) = 1.31 nm. The excess velocity is 0.00166 nm/s, of which the finite length accounts for −4.9 × 10⁻⁶ nm/s. A tilt of 0.05 adds 0.25 × 0.0025 = 0.000625 nm/s and brings it to 0.00229 nm/s.

**8. Range of validity**

The proof uses the ring in (14), constant coefficients and noise that is independent from site to site and in time. With open ends, (14) leaves boundary terms, and the conditions at the ends decide whether they cancel. A finite time step makes the law approximate.

As a description of a film, the model is a strong simplification. A rate of 0.5 nm/s is 1.8 μm/h, an ordinary magnitude for vapour-phase epitaxy. The relation λ = V, however, requires growth along the local normal. If every atom of a fixed vertical flux stays in a film without voids, the mean growth rate cannot depend on the slope, and λ = 0. If the noise came from independent arrivals that each add an area A to the profile, its strength would be 2D = λA, so A = 0.008 nm². For an atomic volume of roughly 0.02 nm³, this describes a strip about 2.5 nm wide. The value of ν was chosen to make the coupling equal to one and represents no particular material. Stopping at the squared slope is a small error here: for Gaussian slopes of variance σ², the omitted terms of √(1 + h′²) amount to −0.7% of the quadratic term.

Two other assumptions may matter more. A real strip exchanges material with its neighbours in the second lateral direction, and this calculation gives no estimate of that effect. Surface diffusion adds a term −K∂⁴h/∂x⁴ to (1). For λ = 0 a ripple of wavenumber k then relaxes at the rate νk² + Kk⁴, and its mean square amplitude falls by the factor 1/(1 + Kk²/ν). This mean square is halved at k² = ν/K and is reduced further at shorter wavelengths. For λ = 0 the law (11) can therefore serve only for ripples much longer than 2π√(K/ν), when ν is positive and the profile is effectively one-dimensional. For λ ≠ 0 the proof of section 3 does not cover the added term, and the amplitude of long ripples was not calculated here.
